# Branching SO(7) to G2 to SO(3) for f Electrons: a program that tests the result

```python
# Result under test: for f electrons the chain SO(7) > G2 > SO(3) gives
#   (20) -> D G I   and   (21) -> D F G H K L.
# Weights (a,b,c) of SO(7) project to (a+c, b-c) of G2; (a,b) of G2 projects to M = 3a+2b.
# Characters come from signed Weyl orbits. The independent road diagonalizes
# Casimir operators and L^2 in explicit many-electron spaces.
# alpha, beta: model energy parameters in eV; v^k: unit tensor operators in the f shell.
from collections import Counter
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants

LETTERS = "SPDFGHIKLMNOQ"


def make_algebra(gram, roots, simple, height, scale):
    two_rho = tuple(sum(column) for column in zip(*roots))
    return SimpleNamespace(gram=gram, roots=roots, simple=simple,
                           height=height, scale=scale, two_rho=two_rho)


SO7 = make_algebra([[1, 0, 0], [0, 1, 0], [0, 0, 1]],
                   [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, -1, 0), (1, 1, 0),
                    (1, 0, -1), (1, 0, 1), (0, 1, -1), (0, 1, 1)],
                   [(1, -1, 0), (0, 1, -1), (0, 0, 1)], (3, 2, 1), 1)
G2 = make_algebra([[2, 1], [1, 2]],
                  [(1, 0), (0, 1), (1, -1), (1, 1), (2, -1), (-1, 2)],
                  [(1, -1), (-1, 2)], (3, 2), 2)
SO3 = make_algebra([[1]], [(1,)], [(1,)], (1,), 1)


def inner(alg, x, y):
    return sum(x[i] * alg.gram[i][j] * y[j]
               for i in range(len(x)) for j in range(len(y)))


def subtract(x, y):
    return tuple(a - b for a, b in zip(x, y))


def casimir_value(alg, top):
    shifted = tuple(a + b for a, b in zip(top, alg.two_rho))
    value = inner(alg, top, shifted)
    assert value % alg.scale == 0
    return value // alg.scale


def character(alg, top):
    """Weight multiplicities: signed Weyl orbit divided by all (1 - exp(-root))."""
    start = tuple(2 * a + b for a, b in zip(top, alg.two_rho))
    orbit, stack = {start: 1}, [start]
    while stack:
        vector = stack.pop()
        for root in alg.simple:
            k = 2 * inner(alg, vector, root) // inner(alg, root, root)
            image = tuple(a - k * b for a, b in zip(vector, root))
            if image not in orbit:
                orbit[image] = -orbit[vector]
                stack.append(image)
    poly = {tuple((a - b) // 2 for a, b in zip(v, alg.two_rho)): s
            for v, s in orbit.items()}
    for root in alg.roots:
        rest, quotient = dict(poly), {}
        while rest:
            weight = max(rest, key=lambda w: sum(h * x for h, x in zip(alg.height, w)))
            carry = rest.pop(weight)
            while carry:
                quotient[weight] = carry
                weight = subtract(weight, root)
                carry += rest.pop(weight, 0)
        poly = quotient
    return Counter(poly)


def decompose(alg, weights):
    """Multiply by all (1 - exp(-root)) and read the dominant coefficients."""
    poly = Counter(weights)
    for root in alg.roots:
        product = Counter()
        for weight, count in poly.items():
            product[weight] += count
            product[subtract(weight, root)] -= count
        poly = product
    return {w: c for w, c in sorted(poly.items())
            if c and all(inner(alg, w, r) >= 0 for r in alg.simple)}


def project(weights, rule):
    result = Counter()
    for weight, count in weights.items():
        result[rule(weight)] += count
    return result


def to_g2(w):
    return (w[0] + w[2], w[1] - w[2])


def to_so3(w):
    return (3 * w[0] + 2 * w[1],)


def name(top):
    return "(" + "".join(str(x) for x in top) + ")"


# Branching tables from projected characters
so7_tops = [(0, 0, 0), (1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0), (2, 1, 0)]
so7_chars = {w: character(SO7, w) for w in so7_tops}
so7_to_g2 = {w: decompose(G2, project(so7_chars[w], to_g2)) for w in so7_tops}
g2_tops = [(a, b) for a in range(5) for b in range(a + 1)]
g2_chars = {u: character(G2, u) for u in g2_tops}
m_counts = {u: project(g2_chars[u], to_so3) for u in g2_tops}
g2_to_so3 = {u: decompose(SO3, m_counts[u]) for u in g2_tops}
assert g2_to_so3[(2, 0)] == {(L,): 1 for L in (2, 4, 6)}
assert g2_to_so3[(2, 1)] == {(L,): 1 for L in (2, 3, 4, 5, 7, 8)}


# Closed product formula for the M distribution, by exact polynomial division
def product_factors(u):
    a, b = u
    return [a + b + 3, a + 2, 2 * a + b + 5, a + 2 * b + 4, a - b + 1, b + 1]


def one_minus_power(n):
    return np.array([1.0] + [0.0] * (n - 1) + [-1.0])


for u in g2_tops:
    numerator, denominator = np.array([1.0]), np.array([1.0])
    for n in product_factors(u):
        numerator = np.convolve(numerator, one_minus_power(n))
    for n in product_factors((0, 0)):
        denominator = np.convolve(denominator, one_minus_power(n))
    quotient, remainder = np.polydiv(numerator, denominator)
    top_m = 3 * u[0] + 2 * u[1]
    expected = [m_counts[u][(m,)] for m in range(top_m, -top_m - 1, -1)]
    assert np.allclose(remainder, 0) and np.allclose(quotient, expected)

# SO(7) characters against a direct weight count of two up and one down electron
single = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (0, 0, 0), (0, 0, -1), (0, -1, 0), (-1, 0, 0)]
direct = Counter(tuple(x + y + z for x, y, z in zip(p, q, r))
                 for p, q in combinations(single, 2) for r in single)
summed = Counter()
for w in [(1, 0, 0), (1, 1, 1), (2, 1, 0)]:
    summed.update(so7_chars[w])
assert direct == summed

# Explicit tensor operators for l = 3, states ordered m = 3, ..., -3
raising = np.diag([np.sqrt(12 - m * (m + 1)) for m in range(2, -4, -1)], 1)
lowering = raising.T
lz = np.diag(np.arange(3.0, -4.0, -1.0))


def tensor(k):
    component = np.linalg.matrix_power(raising, k)
    components = []
    for _ in range(2 * k + 1):
        component = component / np.linalg.norm(component)
        components.append(component)
        component = lowering @ component - component @ lowering
    return components


v = {k: tensor(k) for k in range(1, 7)}
g2_generators = v[1] + v[5]
so7_generators = v[1] + v[3] + v[5]
basis = np.array([g.ravel() for g in g2_generators])
assert np.allclose(basis @ basis.T, np.eye(14), atol=1e-11)
closure_error = 0.0
for x, y in combinations(g2_generators, 2):
    bracket = (x @ y - y @ x).ravel()
    closure_error = max(closure_error,
                        np.linalg.norm(bracket - basis.T @ (basis @ bracket)))
assert closure_error < 1e-11
diagonals = {k: np.diag(v[k][k]) / abs(v[k][k][0, 0]) for k in (3, 5)}
diagonals = {k: d * np.sign(d[0]) for k, d in diagonals.items()}
assert np.allclose(diagonals[3], [1, -1, -1, 0, 1, 1, -1])
assert np.isclose(diagonals[5][0], diagonals[5][1] + diagonals[5][2])

# Many-electron spaces: f2 (one up, one down) and f3 (two up, one down)
one = np.eye(7)
pairs = list(combinations(range(7), 2))
pair_basis = np.zeros((49, 21))
for column, (a, b) in enumerate(pairs):
    pair_basis[7 * a + b, column] = 1 / np.sqrt(2)
    pair_basis[7 * b + a, column] = -1 / np.sqrt(2)


def rep_f2(x):
    return np.kron(x, one) + np.kron(one, x)


def rep_f3(x):
    return np.kron(pair_basis.T @ rep_f2(x) @ pair_basis, one) + np.kron(np.eye(21), x)


def scalar_square(rep, operators):
    return sum(rep(x).T @ rep(x) for x in operators)


def commuting_operators(rep):
    c_so7 = 2 * scalar_square(rep, so7_generators)
    c_g2 = 3 * scalar_square(rep, g2_generators)
    total_z, total_up = rep(lz), rep(raising)
    l_squared = total_up.T @ total_up + total_z @ total_z + total_z
    for x, y in combinations([c_so7, c_g2, l_squared], 2):
        assert np.allclose(x @ y, y @ x, atol=1e-8)
    return c_so7, c_g2, l_squared


def label_code(w, u, L):
    return 10000 * casimir_value(SO7, w) + 100 * casimir_value(G2, u) + L * (L + 1)


spaces = {"f2": (rep_f2, [(0, 0, 0), (1, 1, 0), (2, 0, 0)]),
          "f3": (rep_f3, [(1, 0, 0), (1, 1, 1), (2, 1, 0)])}
for label, (rep, contents) in spaces.items():
    c_so7, c_g2, l_squared = commuting_operators(rep)
    values, vectors = np.linalg.eigh(10000 * c_so7 + 100 * c_g2 + l_squared)
    codes = np.rint(values).astype(int)
    assert np.max(abs(values - codes)) < 1e-6
    predicted = Counter()
    for w in contents:
        for u, copies in so7_to_g2[w].items():
            for (L,), count in g2_to_so3[u].items():
                predicted[label_code(w, u, L)] += copies * count * (2 * L + 1)
    assert Counter(codes.tolist()) == predicted

# From here c_g2, l_squared, codes and vectors belong to the f3 space.
# Spin of each SO(7) block: S- S+ equals S(S+1) - 3/4 at spin projection 1/2
triples = {t: i for i, t in enumerate(combinations(range(7), 3))}
spin_up = np.zeros((35, 147))
for p, (a, b) in enumerate(pairs):
    for c in range(7):
        if c not in (a, b):
            sign = -1 if a < c < b else 1
            spin_up[triples[tuple(sorted((a, b, c)))], 7 * p + c] = sign
block_dims = {}
for w, spin_value in [((1, 0, 0), 0), ((1, 1, 1), 3), ((2, 1, 0), 0)]:
    block = vectors[:, codes // 10000 == casimir_value(SO7, w)]
    block_dims[w] = block.shape[1]
    spin_block = block.T @ spin_up.T @ spin_up @ block
    assert np.allclose(spin_block, spin_value * np.eye(block.shape[1]), atol=1e-9)

# Model energies of the (210) doublets
alpha, beta = 0.002, -0.06
levels = []
for u in so7_to_g2[(2, 1, 0)]:
    for (L,) in g2_to_so3[u]:
        levels.append((u, L, alpha * L * (L + 1) + beta * casimir_value(G2, u) / 12))
block = vectors[:, codes // 10000 == casimir_value(SO7, (2, 1, 0))]
model = block.T @ (alpha * l_squared + beta * c_g2 / 12) @ block
expected = sorted(e for _, L, e in levels for _ in range(2 * L + 1))
assert np.allclose(np.linalg.eigvalsh(model), expected, atol=1e-10)
energy = {(u, L): e for u, L, e in levels}
splitting = energy[((2, 1), 2)] - energy[((2, 0), 2)]
hartree = physical_constants["Hartree energy in eV"][0]

# Do the angular parts of the Coulomb interaction connect the two D terms?
d20 = vectors[:, codes == label_code((2, 1, 0), (2, 0), 2)]
d21 = vectors[:, codes == label_code((2, 1, 0), (2, 1), 2)]
mixing = {}
for k in (2, 4, 6):
    coupling = d20.T @ scalar_square(rep_f3, v[k]) @ d21 / 2
    mixing[k] = np.linalg.norm(coupling) / np.sqrt(5)
assert max(mixing.values()) > 1e-3

print("All numbers are dimensionless unless a unit is shown")
print("G2 closure error of ranks 1 and 5:", f"{closure_error:.1e}")
for k in (3, 5):
    print(f"diagonal of v^{k}_0, m=3..-3, scaled:", [int(round(x)) for x in diagonals[k]])
for w in so7_tops:
    parts = " + ".join((str(c) if c > 1 else "") + name(u)
                       for u, c in so7_to_g2[w].items())
    print(f"SO(7) {name(w)} dim {sum(so7_chars[w].values())} -> {parts}")
for u in [(0, 0), (1, 0), (1, 1), (2, 0), (2, 1)]:
    terms = " ".join((str(c) if c > 1 else "") + LETTERS[L]
                     for (L,), c in g2_to_so3[u].items())
    print(f"G2 {name(u)} dim {sum(g2_chars[u].values())}",
          f"Casimir {casimir_value(G2, u)} -> {terms}")
for u in [(2, 0), (2, 1)]:
    dominant = {name(w): c for w, c in sorted(g2_chars[u].items(), reverse=True)
                if all(inner(G2, w, r) >= 0 for r in G2.simple)}
    top_m = 3 * u[0] + 2 * u[1]
    counts = [m_counts[u][(m,)] for m in range(top_m + 2)]
    print(f"{name(u)} dominant weight multiplicities:", dominant)
    print(f"{name(u)} product factors n:", product_factors(u))
    print(f"{name(u)} m(M), M=0..{top_m}:", counts[:-1])
    print(f"{name(u)} m(L)-m(L+1), L=0..{top_m}:",
          [counts[i] - counts[i + 1] for i in range(top_m + 1)])
print("product factors d:", product_factors((0, 0)))
for w, size in block_dims.items():
    print(f"f3 block {name(w)}: dimension {size}, SO(7) Casimir {casimir_value(SO7, w)}")
print(f"alpha = {alpha:.3f} eV, beta = {beta:.3f} eV")
for u, L, e in levels:
    print(f"model energy of doublet {LETTERS[L]} {name(u)}: {e:.4f} eV")
print(f"E[D(21)] - E[D(20)] = {splitting:.4f} eV = {splitting / hartree:.6f} hartree")
for k, value in mixing.items():
    print(f"|D(20)-D(21) element| of rank-{k} pair scalar: {value:.5f}")
print("every check passed")
```

Running it gives:

```
All numbers are dimensionless unless a unit is shown
G2 closure error of ranks 1 and 5: 1.8e-15
diagonal of v^3_0, m=3..-3, scaled: [1, -1, -1, 0, 1, 1, -1]
diagonal of v^5_0, m=3..-3, scaled: [1, -4, 5, 0, -5, 4, -1]
SO(7) (000) dim 1 -> (00)
SO(7) (100) dim 7 -> (10)
SO(7) (110) dim 21 -> (10) + (11)
SO(7) (111) dim 35 -> (00) + (10) + (20)
SO(7) (200) dim 27 -> (20)
SO(7) (210) dim 105 -> (11) + (20) + (21)
G2 (00) dim 1 Casimir 0 -> S
G2 (10) dim 7 Casimir 6 -> F
G2 (11) dim 14 Casimir 12 -> P H
G2 (20) dim 27 Casimir 14 -> D G I
G2 (21) dim 64 Casimir 21 -> D F G H K L
(20) dominant weight multiplicities: {'(20)': 1, '(11)': 1, '(10)': 2, '(00)': 3}
(20) product factors n: [5, 4, 9, 6, 3, 1]
(20) m(M), M=0..6: [3, 3, 3, 2, 2, 1, 1]
(20) m(L)-m(L+1), L=0..6: [0, 0, 1, 0, 1, 0, 1]
(21) dominant weight multiplicities: {'(21)': 1, '(20)': 2, '(11)': 2, '(10)': 4, '(00)': 4}
(21) product factors n: [6, 4, 10, 8, 2, 2]
(21) m(M), M=0..8: [6, 6, 6, 5, 4, 3, 2, 2, 1]
(21) m(L)-m(L+1), L=0..8: [0, 0, 1, 1, 1, 1, 0, 1, 1]
product factors d: [3, 2, 5, 4, 1, 1]
f3 block (100): dimension 7, SO(7) Casimir 6
f3 block (111): dimension 35, SO(7) Casimir 12
f3 block (210): dimension 105, SO(7) Casimir 18
alpha = 0.002 eV, beta = -0.060 eV
model energy of doublet P (11): -0.0560 eV
model energy of doublet H (11): 0.0000 eV
model energy of doublet D (20): -0.0580 eV
model energy of doublet G (20): -0.0300 eV
model energy of doublet I (20): 0.0140 eV
model energy of doublet D (21): -0.0930 eV
model energy of doublet F (21): -0.0810 eV
model energy of doublet G (21): -0.0650 eV
model energy of doublet H (21): -0.0450 eV
model energy of doublet K (21): 0.0070 eV
model energy of doublet L (21): 0.0390 eV
E[D(21)] - E[D(20)] = -0.0350 eV = -0.001286 hartree
|D(20)-D(21) element| of rank-2 pair scalar: 0.11724
|D(20)-D(21) element| of rank-4 pair scalar: 1.08710
|D(20)-D(21) element| of rank-6 pair scalar: 0.96986
every check passed
```
